\section*{Where thermochemical lifetime lines of a dielectric meet}

\section*{Question}

I am working on an exercise about the thermochemical model (the ``$E$ model'') of dielectric breakdown. Plotting the logarithm of the lifetime against the field gives one straight line per temperature. I must show that the lines meet where the barrier vanishes, and that this happens near $15.4$ MV/cm for a zero-field barrier of $2$ eV and an effective dipole of $13$ electron-angstroms.

I can see that two lines with different slopes cross somewhere. Why should a third temperature pass through the same point? I also get lost converting electron-angstroms to MV/cm. And what does the point mean: is it the breakdown strength of the film, and does temperature really stop mattering there?

\section*{Answer}

\subsection*{From bond breaking to a straight line}

Let $E\ge 0$ be the magnitude of the applied field. A weak bond breaks by passing from its intact state to a transition state. If these have zero-field energies $U_0$ and $U_{\rm t}$, and dipole components $p_0$ and $p_{\rm t}$ along the field, the field changes their energies by $-p_0E$ and $-p_{\rm t}E$. The barrier is the difference,
\begin{equation}
W(E)=(U_{\rm t}-p_{\rm t}E)-(U_0-p_0E)=H_0-pE ,
\end{equation}
with $H_0=U_{\rm t}-U_0$ and $p=p_{\rm t}-p_0$. We consider bonds oriented so that $p>0$: the field helps to break them. Any enhancement of the local field over the applied one is absorbed in $p$, which is why it is called an effective dipole.

Let $n$ be the fraction of weak bonds still intact, with $n(0)=1$. At constant field and temperature,
\begin{equation}
\frac{dn}{dt}=-rn,\qquad r=\nu e^{-W/kT},\qquad n(t)=e^{-rt},
\end{equation}
where $\nu$ is the attempt rate. Say that the film fails when a fraction $f$ has broken. Then $1-f=e^{-rt}$, and taking logarithms gives
\begin{equation}
t=\frac{-\ln(1-f)}{r}=A\,e^{W/kT},\qquad A=\frac{-\ln(1-f)}{\nu}.
\end{equation}
With times measured in seconds inside the logarithms,
\begin{equation}
\ln t=\ln A+\frac{H_0}{kT}-\frac{p}{kT}\,E .
\label{line}
\end{equation}
At fixed $T$ this is a straight line in $E$ with slope $-p/kT$. Colder films have steeper lines.

\subsection*{Why the third line passes through the same point}

Now assume that $H_0$, $p$ and $A$ do not depend on temperature. Equate the lifetimes at two different temperatures $T_1$ and $T_2$. The terms $\ln A$ cancel, leaving
\begin{equation}
(H_0-pE)\left(\frac{1}{kT_1}-\frac{1}{kT_2}\right)=0 .
\end{equation}
The second bracket is nonzero, so the first must vanish:
\begin{equation}
E^*=\frac{H_0}{p},\qquad W(E^*)=0 .
\end{equation}
The temperatures have dropped out, so every pair gives the same field. The height is common too, as you see by putting $H_0=pE^*$ into \eqref{line}:
\begin{equation}
\ln t=\ln A+\frac{p}{kT}\,(E^*-E).
\label{pivot}
\end{equation}
Each line passes through $(E^*,\ln A)$. Changing the temperature turns the line about this pivot. In the formal limit of high temperature it becomes horizontal at height $\ln A$; in the limit of low temperature it becomes vertical at $E^*$.

\subsection*{The units}

One electron charge moved through one volt gains one electronvolt. Hence one electron-angstrom times one volt per angstrom is $1$ eV, and no numerical value of the electron charge is needed:
\begin{equation}
E^*=\frac{2\ \text{eV}}{13\ e\,\text{\AA}}=\frac{2}{13}\ \text{V/\AA}.
\end{equation}
Since $1$ \AA{} $=10^{-8}$ cm, one V/\AA{} is $10^8$ V/cm, or $100$ MV/cm. Therefore
\begin{equation}
E^*=\frac{200}{13}\ \text{MV/cm}=15.4\ \text{MV/cm}=1.54\ \text{V/nm}.
\end{equation}
Equivalently, each MV/cm lowers the barrier by $0.13$ eV, and $2/0.13=15.4$.

\subsection*{Seeing it in lifetimes}

Take $\nu=10^{13}$ s$^{-1}$ and $f=1/2$ as round choices. Then $A=\ln 2/\nu=6.93\times10^{-14}$ s. Integrating the bond kinetics numerically gives these lifetimes in seconds:
\begin{center}
\begin{tabular}{cccc}
$E$ (MV/cm) & 300 K & 350 K & 400 K\\
5 & $3.31\times10^{9}$ & $1.91\times10^{6}$ & $7.08\times10^{3}$\\
6 & $2.17\times10^{7}$ & $2.56\times10^{4}$ & $163$\\
7 & $1.42\times10^{5}$ & $344$ & $3.75$\\
8 & $929$ & $4.62$ & $0.0864$
\end{tabular}
\end{center}
As a check by hand, at 7 MV/cm the barrier is $2-0.91=1.09$ eV. At 300 K, $kT=0.02585$ eV, so $W/kT=42.17$. With $\ln A=-30.30$ this gives $\ln t=11.87$, or about $1.4\times10^5$ s.

You can find the pivot from the table without using $H_0$. The lines lose $2.184$ decades per MV/cm at 300 K, $1.872$ at 350 K and $1.638$ at 400 K. At 8 MV/cm the 300 K and 400 K lifetimes differ by $\log_{10}(929/0.0864)=4.03$ decades. The gap closes at $2.184-1.638=0.546$ decades per MV/cm, so it closes after another $4.03/0.546=7.38$ MV/cm, at $15.38$ MV/cm. For 300 K and 350 K the gap is $\log_{10}(929/4.62)=2.303$ decades and closes at $0.312$ per MV/cm, again after $7.38$ MV/cm. Straight lines fitted to the integrated lifetimes cross at $15.3846$ MV/cm for all three pairs, in agreement with $H_0/p$.

\subsection*{Does temperature stop mattering?}

Within the formula, yes. Differentiating at fixed field,
\begin{equation}
\left(\frac{\partial\ln t}{\partial T}\right)_E=-\frac{H_0-pE}{kT^2}.
\end{equation}
Below $E^*$ heating shortens the lifetime; at $E^*$ the derivative is zero; above $E^*$ the formula says that a hotter film lives longer. That last statement is a sign that the formula has left its domain. The rate $\nu e^{-W/kT}$ describes rare escapes over a barrier much higher than $kT$, and at $E^*$ there is no barrier left to escape over.

If $W=5kT$ is chosen as a working limit, at 400 K ($kT=0.03447$ eV) it is reached at
\begin{equation}
E=\frac{2-5(0.03447)}{0.13}\ \text{MV/cm}=14.1\ \text{MV/cm}.
\end{equation}
The pivot is therefore an intersection of extrapolated lines, and its height $A$, about $10^{-13}$ s, is not a lifetime one could measure.

\subsection*{Is it the breakdown strength?}

No. A strength measurement finds the field at which the film fails within the time of the test. For a field held constant for one second, setting $t=1$ s in \eqref{line} and solving for the field gives
\begin{equation}
E_{1\,\rm s}=\frac{H_0-kT\ln(1\ \text{s}/A)}{p}.
\end{equation}
At 300 K the numerator is $2-0.02585\times30.3=1.217$ eV, and division by $0.13$ eV per MV/cm gives $9.4$ MV/cm. At 350 K and 400 K the results are $8.4$ and $7.4$ MV/cm. The model film is thus lost within a second at fields 6 to 8 MV/cm below the pivot. Shorter tests give higher fields: at 300 K the same formula gives $12.1$ MV/cm for a microsecond and $13.5$ MV/cm for a nanosecond. Within the model $E^*$ is the formal ceiling that such fields approach as $t$ tends to $A$. Unlike $E^*$, these fields depend on $A$: at 300 K a tenfold larger $A$ raises the one-second field by $1/2.184=0.46$ MV/cm.

\subsection*{What if the prefactor depends on temperature?}

The common point rests on the assumption about $A$. Suppose instead that $\nu=kT/h$, so that $A\propto1/T$. Equating two lifetimes now leaves
\begin{align}
-\ln T_1+\frac{W}{kT_1}&=-\ln T_2+\frac{W}{kT_2},\\
W\,\frac{T_2-T_1}{kT_1T_2}&=-\ln\frac{T_2}{T_1}.
\end{align}
Inserting $W=p(E^*-E)$ and solving for the field of crossing,
\begin{equation}
E_{12}=E^*+\frac{kT_1T_2}{p\,(T_2-T_1)}\ln\frac{T_2}{T_1}.
\end{equation}
For neighbouring temperatures the shift tends to $kT/p$. It varies with the pair, so there is no longer a single meeting point. For our temperatures the crossings lie between $15.60$ and $15.63$ MV/cm: a shift of about $0.2$ MV/cm, and a spread that would be hard to see on a plot.

A different case keeps the common point but changes its meaning. Let the barrier be a free energy, $H_0-Ts-pE$, with a constant entropy $s$. Then
\begin{equation}
e^{(H_0-Ts-pE)/kT}=e^{-s/k}\,e^{(H_0-pE)/kT}.
\end{equation}
The entropy changes $A$ by a constant factor, and the lines still meet at $H_0/p$. What vanishes there is the enthalpy part of the barrier, while the full barrier equals $-Ts$.

\subsection*{What if the barrier is not linear in the field?}

A smooth bond potential gives a curved $W(E)$, because the field moves both the minimum and the top of the barrier. Take a cubic potential in a dimensionless bond coordinate $x$,
\begin{equation}
U(x)=H_0(3x^2-2x^3)-pEx .
\end{equation}
At zero field the minimum is at $x=0$, the top at $x=1$, and the barrier is $H_0$. With the field on, $U'(x)=6H_0(x-x^2)-pE$ vanishes at
\begin{equation}
x_\pm=\tfrac12(1\pm R),\qquad R=\sqrt{1-\frac{E}{E_{\rm c}}},\qquad E_{\rm c}=\frac{3H_0}{2p}.
\end{equation}
Since $U'=6H_0(x-x_-)(x_+-x)$ and $x_+-x_-=R$, the barrier is
\begin{equation}
W=\int_{x_-}^{x_+}U'\,dx=6H_0\,\frac{R^3}{6}=H_0\left(1-\frac{E}{E_{\rm c}}\right)^{3/2}.
\end{equation}
Its slope at zero field is $-3H_0/(2E_{\rm c})=-p$, as in the linear model, yet it vanishes at $E_{\rm c}=1.5E^*=23.1$ MV/cm. With $\nu$ held constant, the curves of $\ln t$ given by the formula meet there. Like the pivot, this meeting is formal, since the rate formula fails once the barrier falls to a few $kT$.

Straight lines fitted over a limited window meet elsewhere. Near the centre $E_0$ of the window a fit resembles the tangent, which reaches zero barrier at
\begin{equation}
E_{\rm fit}\approx E_0+\frac{W(E_0)}{|W'(E_0)|}=E_0+\tfrac23(E_{\rm c}-E_0)=\frac{E_0+2E_{\rm c}}{3}.
\label{fit}
\end{equation}
For the window from 5 to 8 MV/cm, $E_0=6.5$ MV/cm and the estimate is $17.55$ MV/cm; least-squares lines through the four fields of the table meet at $17.57$ MV/cm. They still share one point, because a least-squares line depends linearly on the data: the fit to $\ln A+W/kT$ is $\ln A$ plus the fit to $W$, divided by $kT$. This requires the same fields and weights at each temperature. A neat common crossing is therefore no proof that the barrier is linear.

It also matters where your $2$ eV and $13$ electron-angstroms come from. If they are the true zero-field height and slope of such a bond, fitted lines meet near $17.6$ MV/cm. If they were themselves read off fitted lines, those lines meet at $15.4$ MV/cm by the algebra above. Solving \eqref{fit} for $E_{\rm c}$ then puts the true loss of the barrier near $(3\times15.38-6.5)/2=19.8$ MV/cm, for this potential and this window.

\subsection*{Would the film still be an insulator?}

At such fields electrons tunnel from the electrode into the dielectric. Let $\phi$ be the electrode barrier, $m^*$ the tunnelling mass, and $u$ the depth below the Fermi level of an electron's energy of motion normal to the surface. The barrier is triangular, and the WKB transmission is
\begin{align}
D(u)&=\exp\!\left[-\frac{2}{\hbar}\int_0^{(\phi+u)/eE}\!\!\sqrt{2m^*(\phi+u-eEz)}\,dz\right]\nonumber\\
&=\exp\!\left[-\frac{4\sqrt{2m^*}\,(\phi+u)^{3/2}}{3\hbar eE}\right].
\end{align}
In a cold free-electron electrode the transverse energy can be at most $u$, so the transverse wavevectors fill a disc of area $2\pi mu/\hbar^2$. With the density of states $2/(2\pi)^3$ and $v_z\,dk_z=du/\hbar$ in magnitude, the current density is
\begin{equation}
J=\frac{2e}{(2\pi)^3}\int\frac{du}{\hbar}\,\frac{2\pi mu}{\hbar^2}\,D(u)=\frac{em}{2\pi^2\hbar^3}\int u\,D(u)\,du .
\end{equation}
With rough silica values, $\phi=3.1$ eV and $m^*=0.42$ electron masses, this gives about $6\times10^{-6}$ A/cm$^2$ at 8 MV/cm and $40$ A/cm$^2$ at $E^*$. Image lowering, electrode temperature, trapped charge and the effect of the unequal masses on the transverse motion are left out. Image lowering alone raises the current by a factor of about 4 if the static relative permittivity of silica, 3.9, is used, and by 10 to 12 with the optical value, about 2.15. Read these as rough figures. They are sensitive to the inputs: $\phi=3.2$ eV with $m^*=0.5$ electron masses lowers the current by a factor of about 100 at 8 MV/cm and about 12 at $E^*$. The heating $JE$ rises from about $45$ to $6\times10^8$ W/cm$^3$. Does this upset the constant temperature assumed for each line? In the window of the table it does not. At 8 MV/cm a film 100 nm thick gives off $45\times10^{-5}=4.5\times10^{-4}$ W/cm$^2$. Through a silicon wafer 0.05 cm thick, with conductivity about 1.5 W/(cm K) and its back held at fixed temperature, the steady rise is only $4.5\times10^{-4}\times0.05/1.5=1.5\times10^{-5}$ K. At $E^*$ the heating rate is enormous, but the lifetime given by the formula is only $A$. The heat released in that time is $6\times10^8\times6.93\times10^{-14}=4\times10^{-5}$ J/cm$^3$, which warms silica, with a heat capacity of about 1.6 J/(cm$^3$ K), by some $3\times10^{-5}$ K. The steady current at $E^*$ is therefore as formal as the pivot itself: the model film fails before such a current could heat it.

\subsection*{Beside a real film}

The barrier and dipole here are in the rough range used for dense silica, whose breakdown strength is roughly $10$ MV/cm; interlayer films operate far below that. The lifetimes in the table are not predictions for a product, since $\nu$ and $f$ were chosen for convenience and real samples scatter. The model also lets the field alone break bonds. Where tunnelling currents flow, the injected carriers can damage a real film themselves, and $\ln t$ then need not be linear in $E$. A temperature-independent factor in all lifetimes moves the pivot up or down but leaves $E^*$ alone. Real bonds need not have a linear barrier, and of the changes sized here that one moves the crossing most: by about $2$ MV/cm for the fitted lines of the cubic bond, against $0.2$ MV/cm for the attempt rate $kT/h$. Porous low-$k$ films need their own $H_0$ and $p$. The pivot argument carries over if the same assumptions hold; the value $15.4$ MV/cm does not. The numerical output below lists the main computed values.

\section*{Calculated quantities}
\begin{verbatim}
zero-field barrier H0 = 2.0 eV
effective dipole p = 13.0 electron-angstrom
attempt rate = 1.0e+13 1/s
critical broken fraction = 0.50
lifetime prefactor A = 6.931e-14 s
barrier drop per MV/cm = 0.130 eV
T = 300 K: kT = 0.02585 eV
  slope of ln t = -5.029 per MV/cm
  decades lost = 2.184 per MV/cm
T = 350 K: kT = 0.03016 eV
  slope of ln t = -4.310 per MV/cm
  decades lost = 1.872 per MV/cm
T = 400 K: kT = 0.03447 eV
  slope of ln t = -3.771 per MV/cm
  decades lost = 1.638 per MV/cm
lifetimes at 5 MV/cm (300, 350, 400 K): 3.31e+09, 1.91e+06, 7.08e+03 s
lifetimes at 6 MV/cm (300, 350, 400 K): 2.17e+07, 2.56e+04, 1.63e+02 s
lifetimes at 7 MV/cm (300, 350, 400 K): 1.42e+05, 3.44e+02, 3.75e+00 s
lifetimes at 8 MV/cm (300, 350, 400 K): 9.29e+02, 4.62e+00, 8.64e-02 s
activation energy at 7 MV/cm = 1.090 eV
fitted crossing 300/350 K = 15.3846 MV/cm
fitted crossing 300/400 K = 15.3846 MV/cm
fitted crossing 350/400 K = 15.3846 MV/cm
formula H0/p = 15.3846 MV/cm = 1.5385 V/nm
log10(lifetime/s) at crossing = -13.159
crossing, rate kT/h, 300/350 K = 15.599 MV/cm
crossing, rate kT/h, 300/400 K = 15.613 MV/cm
crossing, rate kT/h, 350/400 K = 15.632 MV/cm
cubic bond: barrier vanishes at 23.08 MV/cm
cubic bond: fitted lines meet at 17.57 MV/cm
cubic bond: tangent estimate = 17.55 MV/cm
barrier equals 5 kT at 400 K at 14.06 MV/cm
one-second lifetime at 300 K: 9.36 MV/cm
one-second lifetime at 350 K: 8.35 MV/cm
one-second lifetime at 400 K: 7.35 MV/cm
electrode barrier = 3.1 eV (rough)
tunnelling mass = 0.42 electron masses (rough)
tunnel current at 8 MV/cm = 5.6e-06 A/cm2
tunnel current at H0/p = 4.0e+01 A/cm2
heating at 8 MV/cm = 4.5e+01 W/cm3
heating at H0/p = 6.1e+08 W/cm3
\end{verbatim}
